# Marcus free-energy curves: the gap identity and equal curvatures, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one spring to any classical solvent

An electron sits on a donor molecule in a polar liquid, and an acceptor is nearby. The liquid is polarized around the charge as it is now. If the electron jumped at this moment, with every nucleus held in place, it would arrive in surroundings arranged for its old position. The jump would usually cost or release energy, and with no light present there is nothing to supply or absorb the difference. As long as the nuclei behave classically, so that no vibrational quantum can take up the difference, the transfer therefore waits for a fluctuation of the nuclei that makes the two electronic states equal in energy.

Call the state with the electron on the donor A and the state with the electron on the acceptor B. Their energies at nuclear configuration $q$ are $E_A(q)$ and $E_B(q)$. These are diabatic energies: each belongs to a fixed location of the electron, and the coupling between the two states is left out. The quantity that must fluctuate to zero is the vertical energy gap

$$X(q)=E_B(q)-E_A(q).$$

I write $X(q)$ for the function and $x$ for a value it takes. Marcus theory draws one free-energy curve for each state along $x$, and takes the curves to be parabolas of equal curvature. Why should two different electronic states have the same curvature, and what fixes its value? Energies are in electronvolts, the natural scale of this problem.

### One spring

Let the solvent be one classical coordinate $q$ with stiffness $\kappa$, and let the charge transfer displace its equilibrium position by $d\neq0$:

$$E_A=\tfrac12\kappa q^2,\qquad E_B=\tfrac12\kappa(q-d)^2+\varepsilon .$$

Expand the square in $E_B$ and subtract $E_A$. The terms in $q^2$ cancel, which leaves

$$X(q)=-\kappa d\,q+\tfrac12\kappa d^2+\varepsilon=-\kappa d\,q+\lambda+\varepsilon,\qquad \lambda=\tfrac12\kappa d^2 .$$

Here $\lambda$ is the energy of state A at the equilibrium position of state B, measured from the minimum of A. It is the reorganization energy.

Because $X$ is linear in $q$, each gap value belongs to one configuration, $q=(\lambda+\varepsilon-x)/(\kappa d)$. Insert this in $E_A$ and use $\kappa d^2=2\lambda$:

$$E_A=\frac{\kappa}{2}\,\frac{(x-\varepsilon-\lambda)^2}{\kappa^2d^2}=\frac{(x-\varepsilon-\lambda)^2}{4\lambda}.$$

For state B we need $q-d=(\lambda+\varepsilon-x-\kappa d^2)/(\kappa d)=(\varepsilon-\lambda-x)/(\kappa d)$, so that

$$E_B=\frac{(x-\varepsilon+\lambda)^2}{4\lambda}+\varepsilon .$$

Both are parabolas with second derivative $1/(2\lambda)$. With $y=x-\varepsilon$, their difference is

$$E_B-E_A=\frac{(y+\lambda)^2-(y-\lambda)^2}{4\lambda}+\varepsilon=\frac{4\lambda y}{4\lambda}+\varepsilon=x,$$

as it must be, since $x$ was defined as this difference.

The thermal fluctuation follows from equipartition. In state A, $\langle q^2\rangle=kT/\kappa$, so the variance of the gap is

$$\sigma^2=\kappa^2d^2\,\frac{kT}{\kappa}=\kappa d^2\,kT=2\lambda kT .$$

State B has the same stiffness and therefore the same variance.

A limit is easily checked. If $d\to0$, the solvent does not respond to the transfer. Then $\lambda\to0$, the gap stops fluctuating, and its value is $\varepsilon$ in both states.

So far everything could be blamed on the model. One coordinate fixes the gap, and the two springs were given equal stiffness by hand. In a liquid, an enormous number of configurations share the same gap, and the curves must include their entropy. It is not obvious that the difference of two free energies is still the difference of two energies.

### Curves for any classical system

Now let $q$ stand for all nuclear coordinates, with any interactions. Three assumptions enter.

1. The nuclei are classical.
2. Both states are in equilibrium at the same temperature $T$.
3. The kinetic energy is the same function of momenta and coordinates in both states.

By the third assumption, the integral over momenta gives the same factor in both states. This factor may depend on $q$, as it does for rotating molecules. I absorb it into a common integration measure $d\mu(q)$. Define

$$Z_i=\int d\mu\;e^{-E_i/kT},\qquad w_i(x)=\int d\mu\;e^{-E_i/kT}\,\delta\big(x-X(q)\big),\qquad i=A,B .$$

The function $w_i(x)$ is the part of the partition function $Z_i$ that comes from configurations with gap $x$, per unit of gap. Its integral over $x$ is $Z_i$, because the delta function integrates to one. The free energies and the free-energy curves are

$$\bar F_i=-kT\ln Z_i,\qquad F_i(x)=-kT\ln\big[e_0\,w_i(x)\big].$$

The bar marks a number that belongs to the whole state, and the argument $x$ marks a curve. The fixed energy $e_0$ makes the argument of the logarithm free of the unit of $x$. It is the same for both states, so it shifts both curves equally. The reaction free energy is $\Delta F=\bar F_B-\bar F_A$, which is negative when B is the more stable state.

### The identity

By definition of the gap, $E_B=E_A+X$ at each configuration. Therefore

$$w_B(x)=\int d\mu\;e^{-E_A/kT}\,e^{-X(q)/kT}\,\delta\big(x-X(q)\big).$$

The delta function admits those configurations for which $X(q)=x$. The factor $e^{-X(q)/kT}$ has the same value $e^{-x/kT}$ on all of them, and it can be taken out of the integral:

$$w_B(x)=e^{-x/kT}\,w_A(x).$$

Take $-kT$ times the logarithm:

$$\boxed{F_B(x)-F_A(x)=x}$$

This holds at each $x$ where $w_A(x)$ is finite and positive. Entropy has not been neglected. The set of configurations with gap $x$ is the same for both states, and within that set the two Boltzmann weights differ by one common factor. The relative weights of the configurations are then equal in A and in B, and the entropic part drops out of the difference.

A reader who distrusts the delta function can use a bin of width $h$. Let $W_i$ be the integral of $e^{-E_i/kT}$ over all configurations with gap between $x$ and $x+h$. In this bin $e^{-X/kT}$ lies between $e^{-(x+h)/kT}$ and $e^{-x/kT}$, so

$$x\;\le\;-kT\ln\frac{W_B}{W_A}\;\le\;x+h .$$

The identity is the limit $h\to0$.

The assumptions can be seen at work. With two temperatures, the ratio of Boltzmann factors would contain $E_A$ as well as $X$. Since $E_A$ in general varies among configurations of equal gap, this ratio could not be taken out of the integral. With a state-dependent kinetic energy, the same argument works for the gap of the total energies, but in general not for the gap of the potential energies.

### What a histogram gives

A simulation of one state yields the normalized probability density of the gap, $P_i(x)=w_i(x)/Z_i$, and not $w_i(x)$ itself. Since $Z_A/Z_B=e^{\Delta F/kT}$, division of the relation between $w_B$ and $w_A$ by $Z_B$ gives

$$P_B(x)=P_A(x)\,e^{-(x-\Delta F)/kT}.$$

If each curve is built from its own histogram, as $f_i(x)=-kT\ln[e_0P_i(x)]$, then

$$f_B(x)-f_A(x)=x-\Delta F .$$

The difference equals the gap when both curves stand on one absolute scale. Separately normalized curves have lost their relative height, which is $\Delta F$.

That height can be recovered. Integrate the relation for $P_B$ over $x$. The left side gives one, hence

$$e^{-\Delta F/kT}=\big\langle e^{-X/kT}\big\rangle_A .$$

Multiply the same relation by $e^{(x-\Delta F)/kT}$ before integrating, and the average over the other state appears:

$$e^{\Delta F/kT}=\big\langle e^{X/kT}\big\rangle_B .$$

### Two checks

The first check is a case far from Gaussian that can be done by hand. Take one coordinate whose stiffness changes from $\kappa$ to $\kappa'>\kappa$ without a displacement:

$$E_A=\tfrac12\kappa q^2,\qquad E_B=\tfrac12\kappa'q^2+\varepsilon,\qquad y\equiv x-\varepsilon=\tfrac12(\kappa'-\kappa)q^2\ge0 .$$

Two points $\pm q$ give the same $y$, and $|dq/dy|=1/\sqrt{2(\kappa'-\kappa)y}$. The normalized Gaussian density of $q$ in state A is $\sqrt{\kappa/(2\pi kT)}\,e^{-\kappa q^2/2kT}$. Twice this density times the Jacobian is

$$P_A=\sqrt{\frac{\kappa}{\pi kT(\kappa'-\kappa)\,y}}\;\exp\!\left[-\frac{\kappa\,y}{(\kappa'-\kappa)kT}\right].$$

$P_B$ follows when the stiffness $\kappa$ of the state is replaced by $\kappa'$ in the numerator of the root and in the numerator of the exponent. The difference $\kappa'-\kappa$ belongs to the gap and stays. The ratio is

$$\frac{P_B}{P_A}=\sqrt{\frac{\kappa'}{\kappa}}\;e^{-y/kT}.$$

Each partition function is proportional to the inverse square root of its stiffness, so $\Delta F=\varepsilon+\tfrac12kT\ln(\kappa'/\kappa)$. With this value, $e^{-(x-\Delta F)/kT}$ reproduces the ratio, including the square root. The two densities diverge at $y=0$ and look nothing like Gaussians, yet the identity holds.

The second check is numerical. Two states of two coupled coordinates were sampled independently, each with its own energy. State A is anharmonic. State B is quadratic, with a different stiffness and minimum, although the program names its energy function anharmonic_b. The gap between them is nonlinear. In the 22 bins that both samples populate well, the difference of the histogram curves has slope 1.004. The identity requires 1, and the test allows a deviation of 0.03. The intercept gives $\Delta F=0.278\,kT$, while direct integration of the two partition functions gives $0.274\,kT$, within the allowed 0.04.

### Geometry of the two curves

Several facts follow from $F_B(x)=F_A(x)+x$ without any assumption about the shape of the curves.

The curves can cross only at $x=0$, because their difference vanishes there alone, and they do cross there if both are finite and continuous in an interval around $x=0$. This crossing is the degeneracy that the electron was waiting for. In the example with two stiffnesses and $\varepsilon>0$ the gap never reaches zero and there is no crossing.

Where the curves are smooth, differentiation gives

$$F_B'(x)=F_A'(x)+1,\qquad F_B''(x)=F_A''(x).$$

Equal curvature at the same $x$ therefore needs no Gaussian statistics. It is true of any pair of curves that satisfies the identity. In the example with two stiffnesses, both curves have second derivative $-kT/(2y^2)$.

Marcus theory needs a different equality, between the curvatures at the two minima, and the minima lie at different gaps. At the minimum $x_A$ of curve A the slope of curve B is $+1$. At the minimum $x_B$ of curve B the slope of curve A is $-1$. Suppose that each curve is smooth and has a single minimum. A negative slope of $F_A$ means that $x_B$ lies to the left of $x_A$. Integrate the common curvature between the minima:

$$\int_{x_B}^{x_A}F_A''(x)\,dx=F_A'(x_A)-F_A'(x_B)=0-(-1)=1 .$$

The average curvature between the minima is thus $1/(x_A-x_B)$. The identity fixes this average, but it leaves open how the curvature is distributed over the interval. It may be small near one minimum and large near the other.

### Two reorganization energies

For a general system the reorganization energy can be defined from either state:

$$\lambda_A=\langle X\rangle_A-\Delta F,\qquad \lambda_B=\Delta F-\langle X\rangle_B .$$

The first has a direct meaning. Move the electron suddenly in equilibrated state A. The mean work is $\langle X\rangle_A$. A reversible path would have cost $\Delta F$. The excess $\lambda_A$ is the dissipated work, the free energy lost while the solvent relaxes to state B. It need not equal the energy released in that relaxation, $\langle E_B\rangle_A-\langle E_B\rangle_B$, because the entropy of the solvent can change as well. For the displaced spring the two agree. For the rotating dipoles of the second half the released energy is $\lambda_A+\lambda_B$. The second is the same quantity for the reverse jump, whose mean work is $-\langle X\rangle_B$ and whose reversible cost is $-\Delta F$.

Neither can be negative. The exponential is a convex function, so its average is at least the exponential of the average. Applied to the two averages found above, this gives

$$e^{-\Delta F/kT}\ge e^{-\langle X\rangle_A/kT},\qquad e^{\Delta F/kT}\ge e^{\langle X\rangle_B/kT}.$$

The first inequality says $\Delta F\le\langle X\rangle_A$, and the second says $\Delta F\ge\langle X\rangle_B$. Hence $\lambda_A\ge0$ and $\lambda_B\ge0$. Their sum is the distance between the mean gaps, $\lambda_A+\lambda_B=\langle X\rangle_A-\langle X\rangle_B$. Nothing said so far makes them equal.

In the limit of a gap that does not fluctuate, $X=c$ for all configurations, both exponential averages give $\Delta F=c$, and both reorganization energies vanish.

## Second half: Gaussian statistics, and where they end

From the first half we need the following. The gap is $X=E_B-E_A$, with values $x$. $F_i(x)$ is the free-energy curve of state $i$ on a common scale, $P_i(x)$ is the normalized density of the gap in that state, and $\Delta F$ is the free energy of B minus that of A. For classical nuclei at one temperature,

$$F_B(x)=F_A(x)+x,\qquad P_B(x)=P_A(x)\,e^{-(x-\Delta F)/kT}.$$

The curves have equal curvature at equal $x$, and they can cross only at $x=0$. The reorganization energies are $\lambda_A=\langle X\rangle_A-\Delta F$ and $\lambda_B=\Delta F-\langle X\rangle_B$.

### One Gaussian makes two

Assume that the gap is Gaussian in state A, with mean $m$ and variance $\sigma^2$:

$$P_A(x)=\frac{1}{\sqrt{2\pi\sigma^2}}\,\exp\!\left[-\frac{(x-m)^2}{2\sigma^2}\right].$$

Nothing is assumed about state B. To find $P_B$, multiply by $e^{-(x-\Delta F)/kT}$ and collect the terms in $x$. With $b=\sigma^2/kT$,

$$\frac{(x-m)^2}{2\sigma^2}+\frac{x}{kT}=\frac{(x-m)^2+2bx}{2\sigma^2}.$$

Since $(x-m+b)^2=(x-m)^2+2bx-2bm+b^2$, the numerator is $(x-m+b)^2+2bm-b^2$. The part without $x$, divided by $2\sigma^2$, is $m/kT-\sigma^2/2(kT)^2$. Therefore

$$P_B(x)=\frac{1}{\sqrt{2\pi\sigma^2}}\exp\!\left[-\frac{(x-m+\sigma^2/kT)^2}{2\sigma^2}\right]\exp\!\left[\frac{1}{kT}\Big(\Delta F-m+\frac{\sigma^2}{2kT}\Big)\right].$$

The first exponential with its prefactor is a normalized Gaussian. $P_B$ is normalized too, so the last factor must be one:

$$\Delta F=m-\frac{\sigma^2}{2kT}.$$

State B is thus Gaussian with the same variance and with mean $m-\sigma^2/kT$. An exponential factor shifts a Gaussian but cannot change its width. Now evaluate both reorganization energies:

$$\lambda_A=m-\Delta F=\frac{\sigma^2}{2kT},\qquad \lambda_B=\Delta F-m+\frac{\sigma^2}{kT}=\frac{\sigma^2}{2kT}.$$

They are equal. Call their common value $\lambda$. Then

$$\boxed{\sigma_A^2=\sigma_B^2=2\lambda kT,\qquad \langle X\rangle_A=\Delta F+\lambda,\qquad \langle X\rangle_B=\Delta F-\lambda}$$

This is a relation between fluctuation and response. The variance measures how much the gap fluctuates in one state, and $2\lambda$ measures how far its mean moves when the charge is transferred.

For the curves, use $kT/(2\sigma^2)=1/(4\lambda)$. With a constant $C$ common to both,

$$F_A(x)=C+\frac{(x-\Delta F-\lambda)^2}{4\lambda},\qquad F_B(x)=C+\Delta F+\frac{(x-\Delta F+\lambda)^2}{4\lambda}.$$

The second line follows from the first by adding $x$, as the expansion in the one-spring model showed with $\varepsilon$ in place of $\Delta F$. The curvature is $1/(2\lambda)$ everywhere. The minima are $2\lambda$ apart, in agreement with the average curvature $1/(x_A-x_B)$ of the first half. From the minimum of A to the gap at the minimum of B, curve A rises by $(2\lambda)^2/(4\lambda)=\lambda$.

The converse fails. Equal curvatures at the minima do not prove Gaussian statistics. If A and B are related by a symmetry that exchanges donor and acceptor, then $F_B(x)=F_A(-x)$, and the minima have equal curvatures whatever the shape of the curves.

For classical nuclei the two free-energy curves differ by exactly the gap, and if the gap is Gaussian in one state, both curves are parabolas of the same curvature $1/(2\lambda)$. What remains is to find the barriers, to see how far the Gaussian form must hold and what happens when the solvent saturates, and to examine quantum nuclei.
